\section*{Stabilisation of an excited adduct on a three-rung reactive ladder}

\section{Problem}

Two gas-phase species combine to form an adduct. The energy released by the new bond stays in the adduct's vibrations, so the adduct can fall apart again unless collisions remove enough of that energy. Represent its energy by a ladder with three reactive rungs, numbered downwards, on which the dissociation rates are
\[
k_1=3\times10^{8},\qquad k_2=1\times10^{8},\qquad k_3=2\times10^{7}\ \mathrm{s^{-1}} .
\]
Collisions that lower the energy occur at frequency $w=1\times10^{8}\ \mathrm{s^{-1}}$ on every rung. What fraction $S$ of the adducts is stabilised, and how does this fraction respond to pressure?

The model makes five assumptions. Every adduct starts on rung 1. A downward collision moves it by one rung. Upward collisions are neglected. An adduct that leaves rung 3 downwards counts as stabilised and does not dissociate later. Finally, events are memoryless: in a short time $dt$ an adduct on rung $i$ dissociates with probability $k_i\,dt$ and steps down with probability $w\,dt$, however long it has been there.

\section{First estimate by scaling}

The fraction $S$ is dimensionless, and the only quantities in the problem are rates. It can therefore depend only on the ratios
\[
x_i=\frac{k_i}{w},\qquad x_1=3,\quad x_2=1,\quad x_3=0.2 .
\]
All three are within a factor of five of unity, so neither process wins outright. Replace the three ratios by one typical value $x$. On each rung a collision then competes with a dissociation that is $x$ times as frequent, and it wins in a share $1/(1+x)$ of cases. Three wins are needed:
\[
S\approx\frac{1}{(1+x)^3}.
\]
The typical value is not unique. The arithmetic mean is $\bar x=4.2/3=1.4$, and the geometric mean is $g=(3\times1\times0.2)^{1/3}=0.6^{1/3}\approx0.843$. They give
\[
\frac{1}{2.4^3}\approx0.072,\qquad \frac{1}{1.843^3}\approx0.160 .
\]
The expected yield is of order a tenth.

\section{Exact solution}

\subsection{One rung}

Let $P(t)$ be the probability that an adduct which arrived on rung $i$ at $t=0$ has neither dissociated nor stepped down by time $t$. Both events remove it, so
\[
\frac{dP}{dt}=-(w+k_i)P,\qquad P(0)=1,\qquad P(t)=e^{-(w+k_i)t}.
\]
To step down between $t$ and $t+dt$, the adduct must still be present and then collide. Summing over all times gives the step-down probability
\[
a_i=\int_0^\infty w\,e^{-(w+k_i)t}\,dt=\frac{w}{w+k_i}=\frac{1}{1+x_i}.
\]
The probability of dissociating on this rung is $1-a_i=k_i/(w+k_i)$.

\subsection{Three rungs}

The rate equations for the populations $n_i(t)$ show how the rungs combine:
\begin{align*}
\frac{dn_1}{dt}&=-(w+k_1)n_1,\\
\frac{dn_2}{dt}&=wn_1-(w+k_2)n_2,\\
\frac{dn_3}{dt}&=wn_2-(w+k_3)n_3,
\end{align*}
with $n_1(0)=1$ and $n_2(0)=n_3(0)=0$. Integrate each equation from $0$ to $\infty$ and write $N_i=\int_0^\infty n_i\,dt$. All rungs are empty in the end, so the left-hand sides become $-1$, $0$ and $0$. Hence
\[
N_1=\frac{1}{w+k_1},\qquad
N_2=\frac{wN_1}{w+k_2},\qquad
N_3=\frac{wN_2}{w+k_3}.
\]
The stabilised fraction is the total flow out of the bottom, $S=wN_3$. Substituting upwards,
\[
S=\frac{w}{w+k_1}\,\frac{w}{w+k_2}\,\frac{w}{w+k_3}=a_1a_2a_3 .
\]
For the given rates,
\[
S=\frac14\times\frac12\times\frac56=\frac{5}{48}=0.104 .
\]
About 10 percent of the adducts are stabilised.

The losses follow from the same integrals, since the fraction dissociating on rung $i$ is $k_iN_i$:
\begin{align*}
k_1N_1&=1-a_1=0.750,\\
k_2N_2&=a_1(1-a_2)=0.125,\\
k_3N_3&=a_1a_2(1-a_3)=0.021 .
\end{align*}
With $S=0.104$ they add up to one. Most of the loss occurs before the first collision. A random simulation of the competing events gave $S=0.1036$ with a standard error of $0.0005$, consistent with the product.

\subsection{How long stabilisation takes}

Among adducts that step down from rung $i$, the distribution of waiting times is
\[
\frac{w\,e^{-(w+k_i)t}}{a_i}=(w+k_i)e^{-(w+k_i)t},
\]
whose mean is $1/(w+k_i)$. The mean stabilisation time of the successful adducts is therefore
\[
\tau=\sum_{i=1}^{3}\frac{1}{w+k_i}=2.50+5.00+8.33=15.8\ \mathrm{ns}.
\]
This is shorter than the $3/w=30$ ns that three collisions would take without dissociation, because adducts that wait long are more likely to be lost.

\subsection{Response to pressure}

At fixed temperature and gas composition, $w$ is proportional to pressure. From $\ln a_i=\ln w-\ln(w+k_i)$,
\[
\frac{d\ln a_i}{d\ln w}=1-\frac{w}{w+k_i}=\frac{k_i}{w+k_i}.
\]
Adding the three rungs,
\[
\frac{d\ln S}{d\ln w}=0.750+0.500+0.167=1.42 .
\]
A 1 percent rise in pressure thus raises the yield by about 1.4 percent of its value.

For $w\ll k_3$, the smallest rate, each factor tends to $w/k_i$ and $S\to w^3/(k_1k_2k_3)$. For $w\gg k_1$, the largest rate, $S\to1-(k_1+k_2+k_3)/w$. Neither limit is reached within a factor of ten of the given frequency. At $w/10$ the full product is $9.8\times10^{-4}$, while the low-pressure form gives $1.7\times10^{-3}$. At $10w$ the product is $0.686$, while the high-pressure form gives $0.58$.

\section{Comparison of the estimate with the solution}

The two scaling estimates, $0.072$ and $0.160$, lie on either side of $0.104$. This holds for any three positive ratios that are not all equal. The exact result is
\[
\frac1S=(1+x_1)(1+x_2)(1+x_3).
\]
The geometric mean of positive numbers does not exceed their arithmetic mean. Applied to the three factors $1+x_i$, this gives
\[
\frac1S\le\left(\frac{3+x_1+x_2+x_3}{3}\right)^3=(1+\bar x)^3 .
\]
For the other side, expand the product:
\[
\frac1S=1+(x_1+x_2+x_3)+(x_1x_2+x_2x_3+x_3x_1)+x_1x_2x_3 .
\]
The same inequality gives $x_1+x_2+x_3\ge3g$. The three pair products have geometric mean $(x_1x_2x_3)^{2/3}=g^2$, so their sum is at least $3g^2$. The last term equals $g^3$. Therefore
\[
\frac1S\ge1+3g+3g^2+g^3=(1+g)^3,
\qquad
\frac{1}{(1+\bar x)^3}\le S\le\frac{1}{(1+g)^3}.
\]
The estimates are thus bounds within the model, and they coincide with $S$ when the three rates are equal. Here the rates span a factor of 15, which leaves the bounds a little more than a factor of two apart.

\section{What the ladder leaves out}

A concrete setting gives the neglected effects a rough size: silylene, $\mathrm{SiH_2}$, combining with silane to form excited disilane in hot silane during silicon deposition. The rates remain those of the problem. They are not disilane's: the prefactor, activation energy and state count used below would make them roughly six to nine times larger, depending on how the state count is smoothed, and the three-rung yield at this $w$, for adducts that all start on the top rung, would then be only 0.2 to 0.3 percent. The case therefore sizes the neglected effects within the model and does not predict a yield for disilane. The other inputs are rough: temperature 900 K, rung spacing $d=0.15$ eV, top rung at 2.85 eV and dissociation threshold at 2.2 eV. The density of vibrational states $\rho(E)$ comes from a harmonic count with rough, grouped wavenumbers.

\paragraph{Upward collisions.}
At thermal equilibrium the population at energy $E$ is proportional to $\rho(E)e^{-E/k_{\mathrm B}T}$, and upward and downward flows between two rungs balance. If the downward frequency is $w$, the upward frequency $u$ from $E$ to $E+d$ obeys
\[
\rho(E)e^{-E/k_{\mathrm B}T}\,u=\rho(E+d)e^{-(E+d)/k_{\mathrm B}T}\,w,
\qquad
\frac uw=\frac{\rho(E+d)}{\rho(E)}\,e^{-d/k_{\mathrm B}T}.
\]
With $k_{\mathrm B}T=0.0776$ eV the exponential is 0.145, but the state density grows with energy and raises the ratio to 0.27 on the top rung.

Let $h_i$ be the probability of eventual stabilisation from rung $i$. The next event is a step down, a step up or a dissociation, with probabilities in the ratio $w:u_i:k_i$, so
\[
(w+u_i+k_i)h_i=wh_{i+1}+u_ih_{i-1}.
\]
Rearranged, this reads $(w+k_i)h_i=wh_{i+1}-u_i(h_i-h_{i-1})$. An adduct on rung $i-1$ must pass through rung $i$ to reach the bottom, so $h_{i-1}\le h_i$ and therefore $h_i\le a_ih_{i+1}$. Applying this on the three rungs gives $h_1\le a_1a_2a_3h_4\le S$: upward collisions cannot raise the yield when $w$ is held fixed.

For numbers, the ladder was continued upwards by four rungs, with rates growing threefold per rung, and downwards by 15 steps from the top rung, to about the mean thermal vibrational energy of 0.58 eV, where $h=1$ was set. The yield falls to 0.071.

\paragraph{Leakage from lower rungs.}
Two more rungs lie above the threshold. If the rates keep falling fivefold, they are $4\times10^{6}$ and $8\times10^{5}\ \mathrm{s^{-1}}$. Without upward collisions,
\[
S=\frac{0.1042}{1.04\times1.008}=0.099 .
\]
Leakage and upward collisions together give 0.066, which is 36 percent below the three-rung value.

\paragraph{Larger energy steps.}
Let a share $q$ of downward collisions cross two rungs, with $w$ unchanged. A two-rung step from rung 2, or any downward step from rung 3, stabilises the adduct. The successful paths visit rungs 1, 2, 3, or rungs 1, 3, or rungs 1, 2:
\[
S_q=a_1a_2a_3(1-q)^2+a_1a_3q+a_1a_2q(1-q).
\]
For $q=0.2$ the terms are $0.067$, $0.042$ and $0.020$, and their sum, taken before rounding, is $0.128$. If one collision always sufficed, the yield would be $a_1=0.25$. These figures exclude upward collisions and leakage.

\paragraph{Starting energy.}
Real adducts form with a spread of energies. One that starts on rung 2 is stabilised with probability $a_2a_3=0.42$, so the yield also depends on how the starting population is shared among the rungs. The rates implied by the Arrhenius inputs and the state count are proportional to $\rho(E-E_0)/\rho(E)$, with $E_0$ the threshold, so by detailed balance thermal reactants form adducts with energies distributed as $\rho(E-E_0)e^{-E/k_{\mathrm B}T}$. This distribution has a mean of about 2.8 eV and a spread of about 0.3 eV, and slightly more than half of it lies on rungs below the top one. Averaged over it, the yield with leakage and upward collisions is about 0.30 for the rates of the problem, against 0.066 from the top rung alone. For the faster rates implied by the disilane inputs it is about 0.12, against about 0.001.

\paragraph{Pressure and temperature of use.}
Suppose that every collision moves the adduct one rung up or down. The total collision frequency on the top rung is then $1.27\times10^{8}\ \mathrm{s^{-1}}$. A rough collision diameter of 0.5 nm gives a rate constant of about $7.4\times10^{-10}\ \mathrm{cm^3\,s^{-1}}$, hence a density of $1.7\times10^{17}\ \mathrm{cm^{-3}}$ and a silane pressure of about 16 Torr. For the assumed rates, the yield quoted here applies only near that pressure. With disilane's own rates, the same yield from the top rung would need a higher pressure. At a tenth of the pressure, with all else fixed, the three-rung yield is already down to about 0.1 percent. This steep fall, and the $w^3$ limit behind it, come from starting every adduct on rung 1. With a spread of starting energies, adducts formed on the lowest reactive rung need only one downward collision, and at low enough pressure the yield becomes proportional to $w$. At the original pressure, upward collisions and leakage together turn the model's 10 percent into about 7 percent. The figures above for one-collision stabilisation and for a spread of starting energies show that the step size and the starting energy can matter more, and that they push the yield up.

Stabilisation is also temporary at this temperature. A rough high-pressure Arrhenius rate with prefactor $3\times10^{15}\ \mathrm{s^{-1}}$ and activation energy 2.2 eV is $1.4\times10^{3}\ \mathrm{s^{-1}}$, a lifetime of 0.7 ms. At finite pressure the rate is lower, because collisions do not fully replenish the reactive rungs, so the lifetime is at least this long. Cooling all the way to the mean thermal energy takes longer than $\tau$, about 0.2 microseconds in the extended ladder, but 0.7 ms is still more than a thousand times longer, so the initial yield is well defined. Whether the disilane survives to reach the surface depends on how long it stays in the hot gas. The inputs used here, including the wavenumbers, are set in the program.

\section*{Calculated quantities}
\begin{verbatim}
THREE-RUNG MODEL
downward collision frequency w = 1.0e+08 1/s
rung 1: k = 3.0e+08 1/s, step-down prob = 0.2500
  fraction dissociating on rung 1 = 0.7500
rung 2: k = 1.0e+08 1/s, step-down prob = 0.5000
  fraction dissociating on rung 2 = 0.1250
rung 3: k = 2.0e+07 1/s, step-down prob = 0.8333
  fraction dissociating on rung 3 = 0.0208
stabilised fraction, product = 0.10417
stabilised fraction, rate equations = 0.10417
stabilised fraction, random simulation = 0.1036
standard error of simulated fraction = 0.0005
mean time to stabilise = 15.83 ns
same time, random simulation = 15.78 ns
slope d ln S / d ln w = 1.4167
S at w/10 = 9.78e-04
S at 10 w = 0.6856
ROUGH INPUTS, DISILANE IN SILANE
temperature = 900 K, kT = 0.0776 eV
rung spacing = 0.15 eV, top rung = 2.85 eV
dissociation threshold = 2.2 eV
collision diameter = 0.5 nm
mean thermal vibrational energy = 0.581 eV
rungs from top to thermal energy = 15
mean relative speed = 948 m/s
collision rate constant = 7.45e-10 cm3/s
total collision frequency = 1.27e+08 1/s
silane pressure for this w = 15.9 Torr
NEGLECTED EFFECTS
up/down ratio from top rung = 0.271
up/down ratio from third rung = 0.285
rates of next two rungs = 4.0e+06, 8.0e+05 1/s
S with lower-rung leakage only = 0.0994
S with upward collisions only = 0.0707
S with both = 0.0664
relative change with both = -36.2 percent
two-rung share of downward collisions = 0.2
S with two-rung jumps = 0.1283
S if one collision stabilises = 0.2500
Arrhenius prefactor = 3.0e+15 1/s
thermal dissociation rate = 1.44e+03 1/s
thermal lifetime = 0.70 ms
\end{verbatim}
